# Why hydrogen-bonded chains and rings change alcohol permittivity in opposite directions

**Question.** Alcohol molecules join through O–H···O hydrogen bonds. Why does association into open head-to-tail chains raise the static permittivity, while association into rings lowers it, although the molecules and their bonds are the same? How large is the effect for clusters of four, and when does the rule fail?

**Answer.**

## The mechanism: an open walk and a closed walk

A weak electric field turns clusters, and the polarization it produces depends on the mean squared dipole of a cluster. What matters is therefore how the molecular dipoles add as vectors.

Let dipoles point from negative to positive charge. In a linear hydrogen bond, the O–H bond of one molecule points at the oxygen of the next. Call this unit vector $\mathbf h_i$, and let all links have equal length. The O–H contributions to the cluster dipole then add like the steps of a walk from oxygen to oxygen. In an open chain their sum is proportional to the end-to-end vector, if the last O–H is counted as a step towards a missing acceptor. In a ring the walk returns to its start, so

$$\sum_{i=1}^{4}\mathbf h_i=0 .$$

An alcohol dipole also has a C–O part, which does not lie along the link. It decides how complete the cancellation is, and it can produce exceptions.

The vector sum is measured by the Kirkwood factor. For a cluster of four dipoles $\mu\mathbf e_i$, with unit vectors $\mathbf e_i$ and total $\mathbf M$,

$$g=\frac{\langle|\mathbf M|^2\rangle}{4\mu^2}
=1+\frac14\sum_{i\ne j}\langle\mathbf e_i\cdot\mathbf e_j\rangle .$$

The 1 comes from the four terms with $i=j$. Uncorrelated molecules have $g=1$.

## From dipole fluctuations to permittivity

Hartree atomic units with $4\pi\varepsilon_0=1$ are used, and permittivities are relative. Consider a sphere of the liquid, of radius $R$ and volume $V$, inside the same liquid of permittivity $\varepsilon$. Within the sphere the permanent dipoles are treated explicitly, and electronic polarization is a continuum of permittivity $\varepsilon_\infty$.

First find the field $E_c$ that orients these dipoles when the field far away is $E$. With the permanent dipoles absent, the potential is $Br\cos\theta$ inside and $(-Er+P/r^2)\cos\theta$ outside. Continuity of the potential and of the normal displacement gives

$$B=-E+\frac{P}{R^3},\qquad
\varepsilon_\infty B=-\varepsilon E-\frac{2\varepsilon P}{R^3}.$$

Inserting $P/R^3=B+E$ in the second equation gives $(2\varepsilon+\varepsilon_\infty)B=-3\varepsilon E$, hence

$$E_c=-B=\frac{3\varepsilon}{2\varepsilon+\varepsilon_\infty}E .$$

By the reciprocity of linear electrostatics, the total permanent dipole $\mathbf M_V$ of the sphere has energy $-\mathbf M_V\cdot\mathbf E_c$ in the applied field. Expanding the Boltzmann factor to first order, with no mean dipole at zero field and with isotropy, gives

$$\langle M_{V,z}\rangle=\frac{\langle M_{V,z}^2\rangle_0E_c}{kT}
=\frac{\langle M_V^2\rangle_0E_c}{3kT}.$$

On average the sphere is the same material as its surroundings, so its mean field is $E$. Its polarization is $(\varepsilon-1)E/4\pi$, of which the continuum supplies $(\varepsilon_\infty-1)E/4\pi$. The permanent dipoles supply the difference:

$$\frac{\varepsilon-\varepsilon_\infty}{4\pi}
=\frac{\langle M_V^2\rangle_0}{3kTV}\,\frac{3\varepsilon}{2\varepsilon+\varepsilon_\infty}.$$

The dipoles in $\mathbf M_V$ are sources inside the continuum, not gas-phase dipoles. Represent a molecule by a sphere of permittivity $\varepsilon_\infty$ and radius $a$ with a source dipole $\mu_{\rm int}$ at its centre. In vacuum its potential is $[\mu_{\rm int}/(\varepsilon_\infty r^2)+Br]\cos\theta$ inside and $\mu\cos\theta/r^2$ outside. The two boundary conditions, multiplied by $a^3$, are

$$\frac{\mu_{\rm int}}{\varepsilon_\infty}+Ba^3=\mu,\qquad
-2\mu_{\rm int}+\varepsilon_\infty Ba^3=-2\mu .$$

Eliminating $Ba^3$ gives $\mu_{\rm int}=(\varepsilon_\infty+2)\mu/3$.

Now assume that different clusters have uncorrelated orientations. For number density $\rho=N/V$, $\langle M_V^2\rangle_0=Ng\mu_{\rm int}^2$, and the polarization balance becomes the Kirkwood–Fröhlich equation:

$$\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)}{\varepsilon}=Y,
\qquad
Y=\frac{4\pi\rho g\mu^2(\varepsilon_\infty+2)^2}{9kT}.$$

The left side equals $2\varepsilon-\varepsilon_\infty-\varepsilon_\infty^2/\varepsilon$. Its derivative, $2+\varepsilon_\infty^2/\varepsilon^2$, is positive. At fixed $\rho$, $T$, $\mu$ and $\varepsilon_\infty$, a larger $g$ therefore means a larger $\varepsilon$. Multiplication by $\varepsilon$ gives $2\varepsilon^2-(\varepsilon_\infty+Y)\varepsilon-\varepsilon_\infty^2=0$, whose positive root is

$$\varepsilon=\frac{\varepsilon_\infty+Y+\sqrt{(\varepsilon_\infty+Y)^2+8\varepsilon_\infty^2}}4 .$$

For $g=0$ this gives $\varepsilon=\varepsilon_\infty$. For large $Y$ it approaches $(Y+\varepsilon_\infty)/2$, which grows linearly with $g$.

## The open chain

Write the molecular dipole direction as

$$\mathbf e=\frac{\mathbf h+r\mathbf k}{m},$$

where $\mathbf k$ points from O to C, $r$ is the ratio of the C–O part to the O–H part, and $m$ normalizes the vector. Let $\mathbf b$ be the direction of the incoming link and $c=\mathbf h\cdot\mathbf b$. The C–O bond is taken at the tetrahedral angle to both the O–H bond and the direction $-\mathbf b$ towards the donated hydrogen. Thus $\mathbf k\cdot\mathbf h=-1/3$ and $\mathbf k\cdot\mathbf b=1/3$, which a unit vector can satisfy for $c\le7/9$, so

$$m^2=1+r^2-\frac{2r}{3},\qquad
d=(\mathbf h+r\mathbf k)\cdot\mathbf h=1-\frac r3,\qquad
p=(\mathbf h+r\mathbf k)\cdot\mathbf b=c+\frac r3 .$$

Let the molecules rotate freely and independently about their hydrogen bonds. Averaging molecule $j$ about its incoming link removes every component perpendicular to that link:

$$\langle\mathbf e_j\rangle=\frac pm\,\mathbf h_{j-1}.$$

Averaging $\mathbf h_{j-1}$ about the preceding link leaves $c\,\mathbf h_{j-2}$, and each further link contributes another factor $c$. Finally, $\mathbf e_i\cdot\mathbf h_i=d/m$. For separation $n=j-i$,

$$\langle\mathbf e_i\cdot\mathbf e_{i+n}\rangle=\frac{dp}{m^2}\,c^{\,n-1}.$$

Four molecules have three pairs with $n=1$, two with $n=2$ and one with $n=3$. Each pair occurs twice in the sum over $i\ne j$, so

$$g_{\rm chain}=1+\frac{dp}{2m^2}\,(3+2c+c^2).$$

The bracket is $(1+c)^2+2$, which is positive. In this model a chain therefore has $g>1$ exactly when $dp>0$: the dipole must project with the same sign on its outgoing and incoming hydrogen bonds. This is the precise meaning of "head-to-tail" here.

## The closed ring

In a planar square of oxygens, successive links are perpendicular, so $c=0$. The components of $\mathbf k$ along $\mathbf h$ and $\mathbf b$ are $-1/3$ and $1/3$. Its squared component perpendicular to the ring is $1-2/9=7/9$.

From one molecule to the next, the in-plane part of the dipole turns by $90^\circ$. Four such vectors are $\mathbf v,\mathbf v',-\mathbf v,-\mathbf v'$, with zero sum. The perpendicular parts remain. If $s_i=\pm1$ tells on which side of the ring the alkyl group lies,

$$g_{\rm ring}=\frac q4\left(\sum_{i=1}^4s_i\right)^2,\qquad q=\frac{7r^2}{9m^2}.$$

Alternating sides give $g=0$. For independent random sides $\langle(\sum_i s_i)^2\rangle=4$, so $g=q$. Since $q$ is the perpendicular fraction of the squared dipole, and the in-plane part $(1-r/3)\mathbf h+(r/3)\mathbf b$ cannot vanish, $q<1$. Both cases therefore lower the permittivity.

With all alkyl groups on one side, $g=4q$, which can exceed 1. Setting $4q=1$ gives $28r^2=9+9r^2-6r$, or

$$19r^2+6r-9=0,\qquad r=\frac{-3+\sqrt{180}}{19}\approx0.548 .$$

Above this value a one-sided ring raises the permittivity. The threshold depends on the assumed tetrahedral angle between the C–O bond and the donated hydrogen: widening that angle to $120^\circ$ or $135^\circ$ tilts the alkyl group towards the ring plane and moves the threshold to $0.62$ or $0.87$. "Rings lower it" is thus a conditional statement.

## Numbers for a model liquid

Take round model parameters: $r=0.5$, $\mu=0.65$ a.u., $\rho=0.0015$ bohr$^{-3}$, $T=300$ K and $\varepsilon_\infty=2$. The chain is tetrahedral, with $c=1/3$.

Here $m^2=1+0.25-0.3333=0.9167$, $d=0.8333$ and $p=0.5$. The neighbour cosine is $0.8333\times0.5/0.9167=0.4545$, and

$$g_{\rm chain}=1+\frac{0.4545}{2}\left(3+\frac23+\frac19\right)=1.859 .$$

For the ring with random sides,

$$g_{\rm ring}=q=\frac{7\times0.25}{9\times0.9167}=0.212 .$$

Its neighbour cosine averages to zero, while the opposite pair has $-(1-q)=-0.788$. In this case the reduction comes from the dipole across the ring. A one-sided ring has $g=0.848$, still below 1, but $r=0.5$ is close to the threshold.

The value $r=0.5$ is illustrative, and the size of the effect depends on it. The gas-phase dipole of methanol, resolved along its O–H and C–O bonds, corresponds to $r$ near 1. At $r=1$ the same formulas give $g=1.63$ for the tetrahedral chain and $0.58$ for the random-sided ring, so the contrast is smaller. A one-sided ring then has $g=2.33$ and raises the permittivity.

Equal weights for the side patterns are an assumption, not a thermal average. As a crude estimate, place point dipoles $\mu\mathbf e_i$ on oxygens $R=2.8$ Å apart in vacuum. Parallel perpendicular parts on neighbours repel, and the one-sided ring lies $8q\mu^2/R^3$ above the alternating one: about $5kT$ at $r=0.5$ and $14kT$ at $r=1$ for $T=300$ K. With these weights the ring has $g\approx0.06$ and $0.01$, close to the alternating value, and one-sided rings are rare. The chain values are sensitive in the same way: this weighting of the torsions lowers the tetrahedral chain to $g\approx1.2$ at $r=0.5$ and $0.7$ at $r=1$. The chain numbers given here therefore hold for free rotation only.

With $kT=9.500\times10^{-4}$ hartree, unassociated molecules have

$$Y=\frac{4\pi(0.0015)(0.65)^2(4)^2}{9(9.500\times10^{-4})}=14.90,$$

$$\varepsilon=\frac{16.90+\sqrt{16.90^2+32}}4=8.7 .$$

Multiplying this $Y$ by $g$ gives 27.70 for chains and 3.16 for random-sided rings. The same root formula then gives

- chains: $\varepsilon=15.0$;
- random-sided rings: $\varepsilon=3.2$;
- alternating rings: $\varepsilon=\varepsilon_\infty=2.0$.

## Is closure really responsible?

The chain and ring above also differ in their link angle. To separate the two effects, cut the ring, keep the right-angled molecular geometry, and let the torsions rotate freely. Now $c=0$ and $p=r/3$, and the chain formula gives $g=1.227$ and $\varepsilon=10.3$. The same molecular geometry gives $g=0.212$ in the random-sided ring. The reduction therefore comes from the torsional arrangement that closure imposes. Cutting a bond while freezing every molecule in place would leave the dipole sum unchanged.

Opening alone does not guarantee enhancement. If the dipole lies along O–H ($r=0$), the cut right-angled ring has $p=0$ and $g=1$: the cancellation is gone, but nothing replaces it. The tetrahedral chain with $r=0$ has $p=1/3$ and $g=1.630$. Conversely, a dominant C–O part with $r>3$ makes $d$ negative while $p$ stays positive. At $r=5$ the tetrahedral chain has $g=0.889$ and would lower the permittivity.

## A liquid containing both

For uncorrelated clusters the cross terms in $\langle M_V^2\rangle_0$ vanish, so $g$ is the average of the cluster values weighted by the fraction of molecules in each type. Monomers contribute $g=1$. Chains and random-sided rings compensate when

$$\frac{x_{\rm ring}}{x_{\rm chain}}
=\frac{g_{\rm chain}-1}{1-g_{\rm ring}}
=\frac{0.8586}{0.7879}=1.09 .$$

With fewer ring molecules than this, association raises $\varepsilon$; with more, it lowers it. The permittivity thus reports a balance of structures, not simply the amount of hydrogen bonding.

The model does not predict that balance, nor the permittivity of a real alcohol. Its density and dipole are close to those of ethanol, whose measured $\varepsilon\approx24$ requires $g\approx3$, whereas a freely rotating tetrahedral chain of unlimited length reaches only $g=1+2dp/[m^2(1-c)]=2.36$ at $r=0.5$, or $\varepsilon\approx19$. It also omits ring puckering, bent bonds, hindered torsions and correlations between clusters, and it keeps $\mu$ fixed. If hydrogen bonding multiplied $\mu$ by a factor $f$, the relevant quantity would be $f^2g$. Random-sided rings would still lower $\varepsilon$ as long as $f^2<1/q$, which is $4.7$ at $r=0.5$ but only $1.7$ at $r=1$. The remaining values are in the numerical output.

## Numbers as computed

```
MODEL INPUTS
C-O part / O-H part of dipole, r = 0.50
link cosine c, chain = 0.3333; ring = 0.0000
molecular dipole mu = 0.650 a.u.
number density = 0.0015 bohr^-3
temperature = 300.0 K; kT = 9.500435e-04 hartree
high-frequency permittivity = 2.00
CHAIN, tetrahedral, free torsions
squared dipole size m^2 (O-H part = 1) = 0.9167
outgoing projection d = 0.8333
incoming projection p = 0.5000
mean cosine, separation 1 = 0.4545
mean cosine, separation 2 = 0.1515
mean cosine, separation 3 = 0.0505
g chain = 1.8586
RING, square
perpendicular share q = 0.2121
mean cosine, neighbours, random sides = 0.0000
mean cosine, opposite, random sides = -0.7879
g ring, random sides = 0.2121
g ring, alternating sides = 0.0000
g ring, all on one side = 0.8485
CONTROLS AND EXCEPTIONS
g cut ring, right angles, free torsions = 1.2273
g chain, r = 0, tetrahedral = 1.6296
g cut ring, r = 0, right angles = 1.0000
g closed ring, r = 0 = 0.0000
r where one-sided ring reaches g = 1: 0.5482
g tetrahedral chain at r = 5.0: 0.8889
PERMITTIVITY (relative, dimensionless)
internal dipole = 0.8667 a.u.
Y for g = 1: 14.9026
Y chain = 27.6977
Y ring, random sides = 3.1612
eps unassociated, g = 1: 8.682
eps chains = 14.982
eps rings, random sides = 3.205
eps rings, alternating sides = 2.000
eps rings, all on one side = 7.586
eps cut rings = 10.338
MIXTURE
g, 60% chain and 40% ring molecules, formula = 1.2000
g, same mixture, random sampling = 1.194
ring/chain molecule ratio for g = 1: 1.0897
chain share at balance, no monomers = 47.85 %
```
